# Built-in field and donor diffusion at twice the intrinsic density

## Problem

Donors diffuse in a hot semiconductor whose intrinsic carrier density is \(n_i\). Each donor is singly ionised, and the local concentration of ionised donors is \(C(x)\). The electrons they release are far more mobile than the donors and tend to spread ahead of them. The resulting charge separation creates an electric field, which acts back on the donor ions.

Write the donor flux as

\[
J=-hD\,\frac{dC}{dx},
\]

where \(D\) is the diffusivity that the same ion would have without the field, at the same Fermi level. What is the enhancement factor \(h\) at a point where \(C=2n_i\)?

The model is one-dimensional, with uniform temperature, no acceptors and no applied voltage. The carriers are non-degenerate and stay in equilibrium while the donors move. The donors are dilute and uncorrelated, and the profile is wide enough for the material to be locally neutral. The algebra uses atomic units, so the elementary charge is 1. The thermal energy is \(\theta=k_BT\), a prime means \(d/dx\), and the field is \(F=-\varphi'\), where the potential \(\varphi\) is zero in intrinsic material.

## The two contributions to the flux

A positive ion of mobility \(\mu\) diffuses and drifts:

\[
J=-DC'+\mu CF .
\]

The mobility follows from equilibrium. In a fixed potential, non-interacting ions have the distribution \(C\propto e^{-\varphi/\theta}\), so \(C'=-C\varphi'/\theta=CF/\theta\). Their flux must then vanish:

\[
0=-D\frac{CF}{\theta}+\mu CF
\quad\Longrightarrow\quad
\mu=\frac{D}{\theta}.
\]

This is the Einstein relation. Inserting it gives

\[
J=-D\left(C'-\frac{CF}{\theta}\right),
\qquad
h=1-\frac{CF}{\theta C'} .
\tag{1}
\]

The field is still unknown. An electron has potential energy \(-\varphi\) and a hole has \(+\varphi\), so in equilibrium

\[
n=n_ie^{\varphi/\theta},\qquad
p=n_ie^{-\varphi/\theta},\qquad np=n_i^2 .
\tag{2}
\]

Differentiating the logarithm of \(n\) gives \(n'/n=\varphi'/\theta=-F/\theta\), hence

\[
F=-\theta\,\frac{n'}{n}.
\tag{3}
\]

If the donor concentration falls to the right, so does the electron density, and \(F\) is positive. The field pushes the positive donors to the right, down their own gradient, so it adds to diffusion.

## First estimate by scaling

Local neutrality requires \(n-p=C\). It is simple to use at either end of the doping range.

**Weak doping, \(C\ll n_i\).** The potential is small compared with \(\theta\), and expanding (2) to first order gives \(n-p\approx 2n_i\varphi/\theta\). Neutrality then gives \(\varphi\approx\theta C/(2n_i)\) and \(F\approx-\theta C'/(2n_i)\). From (1),

\[
h\approx1+\frac{C}{2n_i}.
\]

**Strong doping, \(C\gg n_i\).** Holes are negligible and \(n\approx C\). Equation (3) gives \(F\approx-\theta C'/C\), and (1) gives

\[
h\approx 2 .
\]

In this limit drift carries as much flux as diffusion.

The two estimates meet where \(C/(2n_i)=1\), which is the concentration in the question. Both give \(h\approx2\) there. This is also the point where neither approximation has a small parameter, so the estimate fixes the order of magnitude of the effect but not its value.

## Exact solution of the neutral model

Replace \(p\) by \(n_i^2/n\) in the neutrality condition and multiply by \(n\):

\[
n^2-Cn-n_i^2=0 .
\]

The product of the roots is \(-n_i^2\), so one root is negative. The physical density is the positive root,

\[
n=\frac{C+R}{2},\qquad R=\sqrt{C^2+4n_i^2}.
\]

Since \(R'=CC'/R\), the derivative is

\[
n'=\frac12\left(C'+\frac{CC'}{R}\right)
=\frac{C+R}{2}\,\frac{C'}{R}
=n\,\frac{C'}{R}.
\]

Thus \(n'/n=C'/R\), and (3) becomes \(F=-\theta C'/R\). Substitution in (1) gives

\[
h=1+\frac{C}{\sqrt{C^2+4n_i^2}} .
\tag{4}
\]

At \(C=2n_i\) the root is \(\sqrt{4n_i^2+4n_i^2}=2\sqrt2\,n_i\), so

\[
h=1+\frac{2n_i}{2\sqrt2\,n_i}=1+\frac1{\sqrt2}=1.71 .
\]

The field therefore raises the effective diffusivity at this point by a factor of 1.71. The shape of the profile has dropped out, because the field and the diffusive flux are both proportional to \(C'\). The factor is local, however. The conservation law is \(\partial C/\partial t=\partial(hD\,\partial C/\partial x)/\partial x\), and \(h\) changes along the profile, so the profile as a whole does not spread as if \(D\) were multiplied by 1.71 everywhere.

## Comparison of estimate and solution

With \(u=C/(2n_i)\), equation (4) reads \(h-1=u/\sqrt{1+u^2}\). This lies below both \(u\) and 1, the weak- and strong-doping estimates. The smaller of the two is the better one, and the solution divided by it is \(1/\sqrt{1+u^2}\) for \(u\le1\) and \(u/\sqrt{1+u^2}\) for \(u\ge1\). The first expression falls with \(u\) and the second rises, so the agreement is worst at \(u=1\). There the estimate gives a field contribution of 1 where the solution gives 0.71.

| \(C/n_i\) | estimate of \(h\) | \(h\) from (4) |
|---:|---:|---:|
| 0.2 | 1.10 | 1.10 |
| 1 | 1.50 | 1.45 |
| 2 | 2.00 | 1.71 |
| 4 | 2.00 | 1.89 |
| 10 | 2.00 | 1.98 |

The shortfall comes from the carriers that are present without doping. At \(C=2n_i\) the electron density is \((1+\sqrt2)n_i=2.41n_i\), not \(2n_i\), and the hole density is \(0.41n_i\). A given donor gradient then needs a smaller potential gradient to keep the material neutral than it would if \(n=C\).

The ceiling of 2 belongs to non-degenerate carriers without acceptors. With a uniform concentration \(N_A\) of immobile, ionised acceptors, neutrality reads \(n-p=C-N_A\). The same steps apply with \(C\) replaced by \(C-N_A\) in the carrier density, while the drift term in (1) keeps its factor \(C\):

\[
h=1+\frac{C}{\sqrt{(C-N_A)^2+4n_i^2}} .
\]

At \(C=N_A\) this is \(1+C/(2n_i)\), which exceeds 2 when \(C>2n_i\).

## Numbers for a drive-in anneal

Take \(T=1273\) K, so \(\theta=0.1097\) eV, with \(n_i=10^{19}\ \mathrm{cm^{-3}}\), relative permittivity \(\varepsilon=12\) and \(D=10^{-14}\ \mathrm{cm^2/s}\). At one instant let the profile be

\[
C(x)=2n_i\,\mathrm{erfc}(x/w),\qquad w=100\ \mathrm{nm},
\]

so that \(C=2n_i=2\times10^{19}\ \mathrm{cm^{-3}}\) at \(x=0\). The slope of \(\mathrm{erfc}(x/w)\) there is \(-2/(\sqrt\pi\,w)\), and

\[
C'=-\frac{4n_i}{\sqrt\pi\,w}
=-\frac{4\times10^{19}}{1.772\times10^{-5}}
=-2.257\times10^{24}\ \mathrm{cm^{-4}} .
\]

The built-in field is

\[
F=\frac{\theta|C'|}{2\sqrt2\,n_i}
=\frac{0.1097\times2.257\times10^{24}}{2.828\times10^{19}}\ \mathrm{V/cm}
=0.00875\ \mathrm{MV/cm},
\]

or \(8.75\times10^{-5}\) V/angstrom. The diffusive flux is \(D|C'|=2.26\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\). The drift flux \(DCF/\theta\) is \(1.60\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\), and the total is \(3.85\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\). The ratio of total to diffusive flux is again 1.71.

**Is the profile neutral?** Poisson's equation is \(\varphi''=-(4\pi/\varepsilon)(C+p-n)\). With \(\psi=\varphi/\theta\) and \(n-p=2n_i\sinh\psi\), it becomes

\[
\lambda^2\psi''=\sinh\psi-\frac{C}{2n_i},
\qquad
\lambda^2=\frac{\varepsilon\theta}{8\pi n_i}.
\]

Neutrality means neglecting the left side, which is of order \((\lambda/w)^2\). With 1 hartree = 27.21 eV and 1 bohr = 0.05292 nm, the screening length is \(\lambda=1.9\) nm, much less than \(w\). A finite-difference solution of the full equation by Newton's method, with neutral values imposed at \(x=\pm5w\), gives \(h=1.7069\) at \(x=0\), against 1.7071 from (4). For \(w=50\) nm and 25 nm, with all else fixed, the numerical \(h\) lies below (4) by 0.0010 and 0.0041. Halving the width roughly quadruples the error, as the scaling predicts.

## The model beside a real anneal

These parameters are round values of the size met in donor drive-in in a silicon wafer. The value of \(n_i\) is on the high side: common estimates for silicon at 1273 K lie near \(6\)–\(8\times10^{18}\ \mathrm{cm^{-3}}\), for which \(C=2\times10^{19}\ \mathrm{cm^{-3}}\) gives \(h\approx1.8\) or slightly more. The factor \(h\) compares fluxes at the same Fermi level. A comparison with intrinsic material must also include any change of \(D\) with the Fermi level. Donors move with the help of point defects, some of them charged. For a neutral defect that captures an electron, mass action makes the concentration of the negative defect proportional to \(n\), if the neutral concentration is fixed. If every donor jump used such a singly negative defect, \(D\) itself would exceed its intrinsic value by \(n/n_i=2.41\), and the total factor relative to intrinsic diffusion would be \(1.71\times2.41=4.12\). The field accounts for the 1.71 alone.

Four further effects can be sized roughly:

- **Degeneracy.** Take an electron density-of-states mass of 1.1 electron masses, for which the effective band density is \(N_c=2(1.1\,\theta/2\pi)^{3/2}=2.5\times10^{20}\ \mathrm{cm^{-3}}\). Replacing the Boltzmann electron density by the Fermi-Dirac integral, keeping Boltzmann holes and solving the neutrality condition numerically at the same \(C\), gives \(h=1.73\). The effect grows with doping and removes the ceiling of 2: at \(C=10n_i\) the same replacement gives \(h=2.12\), where (4) gives 1.98.
- **Neutral donors.** For an isolated level 0.05 eV below the band, with spin factor 2, the ratio of neutral to ionised donors is \(2(n/N_c)e^{0.05/0.1097}\approx0.30\), a neutral fraction of 0.23. Screening weakens the binding and lowers this fraction, while further bound states, such as the other valley states of a silicon donor, would raise it. Counting the six valley states of the phosphorus 1s level, bound by 0.033 to 0.046 eV, would give a fraction near 0.6. On the other hand, the screening length at this density, 1.6 nm, is no larger than the donor orbit of about 2 nm, so an isolated level may not survive at all. The number is therefore only a rough guide, and this effect need not be small. Equation (4) still gives the field term if \(C\) is the ionised concentration, but \(hD\) is then not the ratio of flux to the gradient of all donors.
- **Correlation.** Each donor attracts a screening cloud. In linear classical theory its potential is \(e^{-\kappa r}/(\varepsilon r)\), with \(\kappa^2=4\pi(n+p)/(\varepsilon\theta)\) and \(n+p=R\). The cloud contributes \(-\kappa/\varepsilon\) at the ion, and charging the ion gradually gives half of this as its energy, \(-\kappa/(2\varepsilon)=-0.037\) eV. Since \(\kappa\propto R^{1/2}\) and \(d\ln R/d\ln C=C^2/R^2=1/2\), the energy varies as \(C^{1/4}\) near this point. The associated force pulls donors towards higher concentration and changes \(h\) by about \(-0.037/(4\times0.1097)\approx-0.08\). In the same theory the electrons and holes have a correlation energy too, which weakens the built-in field and lowers \(h\) further by an amount of the same order. The two parts together give about \(-0.17\). The donors themselves rearrange over a distance \(\lambda\) in a time \(\lambda^2/D\approx4\) s, so they also screen; adding \(C\) to \(n+p\) in \(\kappa^2\) roughly doubles the shift. These are rough sizes only, because the thermal wavelength of an electron, 2 to 4 nm, exceeds \(1/\kappa=1.6\) nm, and because a sphere of radius \(\lambda\) holds less than one carrier on average.
- **Intrinsic density.** At fixed \(C\), an \(n_i\) that is 10% higher gives \(h=1.67\), and one that is 10% lower gives 1.74. Narrowing of the gap by doping acts partly in this way, by raising the effective \(n_i\). If the narrowing varies along the profile it also adds a force that this estimate omits.

For these conditions degeneracy and a 10% error in \(n_i\) each move \(h\) by less than 0.05, while correlation may lower it by more than 0.1. The value 1.71 is therefore exact only for the ideal model. As a prediction for a particular wafer it is uncertain already in the first decimal.

All numerical values are calculated from the stated model.
